# Degree of a Chebyshev Expansion for the Projector of an Insulator, part 2

A polynomial in a Hermitian matrix $H$ is to reproduce the projector $P$ on all levels $E_i$ below the chemical potential $\mu$, which lies in the middle of a gap $E_g$. The spectrum has width $W$ and centre $c$. Scaled quantities are $x=(E-c)/(W/2)$, $X=(H-c)/(W/2)$, $x_0=(\mu-c)/(W/2)$ and $\delta=E_g/W$. The requested spectral-norm error is $\varepsilon$, with $L=\ln(1/\varepsilon)$.

The step $\Theta(x_0-x)$ is smoothed to $F(x)=\frac12\mathrm{erfc}(k(x-x_0))$. Its Chebyshev series $\sum_n c_nT_n(x)$, with $T_n(\cos\theta)=\cos n\theta$, is cut off after degree $N$ to give $p_N$. The smoothing error obeys

$$|F-\Theta|\le\frac{e^{-k^2\delta^2}}{2\sqrt\pi\,k\delta}\quad\text{on the bands.}\tag{1}$$

Moving the integration path for $c_n$ from $\theta$ to $\theta+is$ yields a factor $e^{-ns}$. The truncation error $|p_N-F|$ has the leading exponent $-N^2/(4k^2)$. Equal exponents give the balanced $k^2=N/(2\delta)$, with $s=N/(2k^2)=\delta$. The choice $k=\sqrt L/\delta$ guarantees

$$N=\left\lceil\frac{2\ln(1/\varepsilon)}{\mathrm{arcsinh}(E_g/W)}\right\rceil\quad\Longrightarrow\quad\|p_N(X)-P\|_2\le\varepsilon\qquad(\varepsilon\le1/e).\tag{5}$$

The example is a ring of 100 two-site cells with Bloch phase $q$ per cell and spinless electrons filling the lower band. It has $W=12$ eV, $c=0.5$ eV, $E_g=2$ eV, $\mu=-0.5$ eV, $\varepsilon=10^{-6}$, $k=22.30$ and $N=167$.

To check the truncation exponent, take a centred step, $x_0=0$:

$$c_n=\frac{1}{i\pi n}\int_{-\pi}^{\pi}\left(-\frac{k}{\sqrt\pi}\right)e^{-k^2\cos^2\theta}\sin\theta\,e^{in\theta}d\theta .$$

For large $k$ only the neighbourhoods of $\theta=\pm\pi/2$ count. With $\theta=\pm\pi/2+t$, $\cos^2\theta=\sin^2t\approx t^2$ and $\sin\theta\approx\pm1$, each contributes $e^{-n^2/4k^2}$ times $-(\pm1)e^{\pm in\pi/2}$. The two phases add up to $-2i\sin(n\pi/2)$, so that

$$c_n\approx-\frac{2}{\pi n}\sin\!\left(\frac{n\pi}{2}\right)e^{-n^2/4k^2}.\tag{6}$$

Apart from $c_0=\frac12$, the even coefficients vanish, as they must for a function that is odd about the value $\frac12$. The next term of $\sin^2t=t^2-t^4/3+\dots$ adds $k^2t^4/3$ to the exponent. At the complex saddle point $t=in/(2k^2)$ this is $n^4/(48k^6)$, which must be small for (6) to hold. For $k=40$ and odd $n$ up to 121 the program finds a relative deviation from (6) of at most $4\times10^{-4}$. This is smaller than $n^4/(48k^6)=1.1\times10^{-3}$ at $n=121$ because a second correction partly cancels it. About the saddle $t_s=in/(2k^2)$ the Gaussian has variance $\sigma^2=1/(2k^2)$, so $\langle t^2\rangle=t_s^2+\sigma^2$ and $\langle t^4\rangle=t_s^4+6t_s^2\sigma^2+3\sigma^4$. With $|\sin\theta|=\cos t\approx1-t^2/2$, the relative correction $k^2\langle t^4\rangle/3-\langle t^2\rangle/2$ equals $n^4/(48k^6)-n^2/(8k^4)$, which is $1.1\times10^{-3}-0.7\times10^{-3}\approx4\times10^{-4}$ at $n=121$.

The two factors $\sqrt L$ in $N=2L/\delta$ can now be told apart. The step must be sharper than the gap by a factor $\sqrt L$, so that its Gaussian tail has died out at the band edge. This fixes $k=\sqrt L/\delta$. The coefficients then form a Gaussian in $n$ of width proportional to $k$, and it has to be followed far enough for its own tail to die out, to $n=2k\sqrt L$. The product is linear in $L$.

Formula (6) also gives the size of the truncation error at the band edge, and with it the reason why less than the guaranteed degree suffices. Put $x=\sin\varphi$, so $\theta=\pi/2-\varphi$. For odd $n$, $T_n(x)=\cos(n\pi/2-n\varphi)=\sin(n\pi/2)\sin n\varphi$. The squared sign $\sin^2(n\pi/2)$ is 1, and the omitted part of the series is

$$\sum_{n>N}c_nT_n(x)\approx-\sum_{\substack{n>N\\ n\ \text{odd}}}\frac{2}{\pi n}e^{-n^2/4k^2}\sin n\varphi\approx-\frac1\pi\int_N^\infty\frac{e^{-n^2/4k^2}}{n}\sin n\varphi\,dn .$$

The sum over odd $n$ became half an integral over $n$, which is allowed for $\varphi\ll1$ and a slowly varying envelope. Near its lower end the Gaussian decays as $e^{-s(n-N)}$ with $s=N/(2k^2)$. Taking $1/n$ as constant over the decay length, and using

$$\left|\int_N^\infty e^{-(s-i\varphi)(n-N)}dn\right|=\frac{1}{\sqrt{s^2+\varphi^2}},$$

one obtains an amplitude $e^{-N^2/4k^2}/(\pi N\sqrt{s^2+\varphi^2})$. At the band edge $\varphi\approx\delta$, and near the balance $s\approx\delta$ and $N\delta\approx2L$. The prefactor is then $1/(\sqrt2\,\pi N\delta)\approx1/(2\sqrt2\,\pi L)$. Requiring the truncation error to be $\varepsilon=e^{-L}$, with $k=\sqrt L/\delta$, leads to

$$N\approx\frac{2L}{\delta}\sqrt{1-\frac{\ln(2\sqrt2\,\pi L)}{L}} .\tag{7}$$

This is an estimate for large $L$ and small $\delta$, not a bound. It gives $N\delta/L\approx1.61$ for $\varepsilon=10^{-6}$ and $1.75$ for $10^{-10}$. The smallest sufficient degrees found on two full bands with $x_0=0$ and $\delta=0.1$ are 225 and 405, which correspond to 1.63 and 1.76. At $\varepsilon=10^{-3}$ the estimate is 1.27 and the computed value 1.38, so there the neglected terms are visible. The corresponding guaranteed degrees are 277, 462 and 139.

The scaling with the gap is seen by halving $\delta$. At $\varepsilon=10^{-6}$ the smallest degree is 113, 225 and 451 for $\delta=0.2$, $0.1$ and $0.05$: it doubles each time, within one unit. The scaling with accuracy is seen from the slope $\delta\,dN/dL$, which between $10^{-6}$ and $10^{-10}$ is 1.95 for all three gaps, near the limiting value 2.

The balance itself can be examined at fixed degree. For $N=201$ and $\delta=0.1$, equal exponents require $k=\sqrt{201/0.2}=31.7$, while a scan finds the lowest error at $k=33.6$, which is 6% higher. The prefactors explain the direction and the size of the shift. At the balanced $k$ the smoothing prefactor is $1/(2\sqrt\pi\times3.17)=0.089$, and the truncation prefactor is $1/(\sqrt2\,\pi\times20.1)=0.011$. Smoothing is larger by a factor 8, so sharpening pays. Changing $k$ to $k(1+\eta)$ changes the difference of the two exponents, each of size $N\delta/2\approx10$, by about $4\eta\times10$. Setting this equal to $\ln8\approx2.1$ gives $\eta\approx0.05$. The error drops from $4.04\times10^{-6}$ to $2.15\times10^{-6}$, a factor of about 1.9. The leading exponential $e^{-N\delta/2}$ alone would value this at $(2/\delta)\ln1.9\approx13$ degrees. The balanced error falls somewhat faster than that in this range, reaching $2.18\times10^{-6}$ at $N=211$, so at this degree the gain is worth about 10 degrees, some 5% of $N$. The gain varies with the degree: for $N$ between 193 and 217 the best $k$ lies 4 to 7% above the balanced value, and at $N=209$ the scan lowers the error from $2.5\times10^{-6}$ to $8.4\times10^{-7}$, a factor of about 3.

A natural alternative to erfc is the Fermi–Dirac function at a low artificial temperature, $f(x)=1/(1+e^{\kappa(x-x_0)})$ with $\kappa=W/(2k_BT)$. On the bands it differs from the step by less than $e^{-\kappa\delta}$, so an error $\varepsilon$ requires $\kappa\approx L/\delta$. In energy this means $k_BT\approx(E_g/2)/L$, narrower than the erfc width $(E_g/2)/\sqrt L$, because the tail is a simple exponential and not a Gaussian. There is a second cost. The function has poles where $e^{\kappa(x-x_0)}=-1$, the nearest at $x_0\pm i\pi/\kappa$, and the integration path for the coefficients cannot be moved past them. For $x_0=0$ the path with shift $s$ meets these poles when $\sinh s=\pi/\kappa$. Coefficients decaying exponentially faster than $e^{-ns}$ with this $s$ would make the series converge to an analytic function at the pole, which is a contradiction. So the decay rate is about $\pi/\kappa$ per degree, and

$$N\approx\frac{\kappa L}{\pi}\approx\frac{L^2}{\pi\delta}=\frac{W}{E_g}\,\frac{\ln^2(1/\varepsilon)}{\pi}.$$

The dependence on accuracy is quadratic. For $\delta=0.1$ and $x_0=0$, with $k=\sqrt L/\delta$ for erfc and $\kappa=\ln(2/\varepsilon)/\delta$ for Fermi–Dirac (so that smoothing takes at most half of $\varepsilon$), the computed degrees at $\varepsilon=10^{-5}$ are 181 for erfc and 387 for Fermi–Dirac; at $10^{-10}$ they are 405 and 1577. Doubling $L$ thus multiplies the degree by 2.2 and by 4.1. Comparing the leading forms $2L/\delta$ and $L^2/(\pi\delta)$, erfc would have the advantage for $L>2\pi$, or $\varepsilon$ below roughly $2\times10^{-3}$. The prefactors move the actual crossing to larger errors: with the same choices of $k$ and $\kappa$ and $\delta=0.1$, the degrees are 81 for erfc and 107 for Fermi–Dirac at $\varepsilon=2\times10^{-3}$, 51 and 69 at $10^{-2}$, and the two become comparable only at errors of a few per cent. It concerns the zero-temperature projector. If a physical electronic temperature is wanted, the Fermi–Dirac function is the target itself.

One may ask whether another polynomial could escape the factor $W/E_g$. For a centred gap with $\delta<1$, suppose that a real polynomial $p$ of degree $N\ge1$ is within $\varepsilon$ of the step everywhere on $[-1,-\delta]$ and $[\delta,1]$. Define

$$\tilde p(x)=\tfrac12\big[p(x)+1-p(-x)\big].$$

For $x\ge\delta$, $\tilde p(x)=\frac12[p(x)-(p(-x)-1)]$ is half the difference of two errors, so $|\tilde p|\le\varepsilon$. For $x\le-\delta$ the same argument gives $|\tilde p-1|\le\varepsilon$. In addition $\tilde p(x)+\tilde p(-x)=1$, which fixes $\tilde p(0)=\frac12$. The product $r(x)=\tilde p(x)\tilde p(-x)$ is even and of degree at most $2N$, hence a polynomial of degree at most $N$ in $x^2$. On the bands one factor is at most $\varepsilon$ and the other at most $1+\varepsilon$ in modulus, while $r(0)=\frac14$. The variable

$$y=\frac{2x^2-1-\delta^2}{1-\delta^2}$$

maps the bands to $[-1,1]$ and the origin to $y_0=-(1+\delta^2)/(1-\delta^2)$.

A polynomial $R(y)$ of degree at most $N$ with $|R|\le B$ on $[-1,1]$ obeys $|R(y_0)|\le B\,|T_N(y_0)|$. Otherwise $Q=T_N-\lambda R$ with $\lambda=T_N(y_0)/R(y_0)$ would have $|\lambda|B<1$. Then $Q$ would share the alternating signs of $T_N$ at its $N+1$ extrema in $[-1,1]$ and have $N$ zeros between them. With the zero at $y_0$ this makes $N+1$ zeros, too many for its degree. Writing $\delta=\tanh a$ gives $|y_0|=\cosh2a$ and $|T_N(y_0)|=\cosh2Na$, so

$$\tfrac14\le\varepsilon(1+\varepsilon)\cosh(2N\,\mathrm{artanh}\,\delta)\le\varepsilon(1+\varepsilon)\,e^{2N\,\mathrm{artanh}\,\delta},$$

$$N\ge\frac{1}{2\,\mathrm{artanh}\,\delta}\,\ln\frac{1}{4\varepsilon(1+\varepsilon)} .\tag{8}$$

For small $\delta$ and $\varepsilon$ this is $(W/E_g)\,L/2$ to leading order, a quarter of the erfc degree. The product of $W/E_g$ and $\ln(1/\varepsilon)$ is therefore unavoidable for uniform accuracy on both bands around a centred gap; to leading order, (8) and (5) confine the constant in front of it to the range from $\frac12$ to 2. For $\delta=0.2$ and $N=31$, the bound on the error is $1.7\times10^{-6}$, the best polynomial found by linear programming on a grid has $2.8\times10^{-4}$, and erfc at the balanced $k$ has $7.3\times10^{-3}$. From $N=15$ to $N=31$ the best error falls by a factor 35 and the erfc error by a factor 4.8, so in this range the best polynomial gains accuracy a little more than twice as fast on a logarithmic scale.

The word uniform matters. The ring has at most 102 distinct levels, because $q$ and $-q$ are degenerate, and a polynomial of degree 101 through the known values at these levels would give $P$ without error. But it requires the levels themselves, whereas (5) requires only $W$, $c$, $\mu$ and the gap.

Traces inherit the accuracy. For $M$ orbitals the electron number $\mathrm{Tr}\,p_N(X)$ is off by at most $M\varepsilon$, and $\mathrm{Tr}[(H-\mu)p_N(X)]$ by at most $\varepsilon\sum_i|E_i-\mu|$. In the ring these bounds are $2\times10^{-4}$ electrons and $7.9\times10^{-4}$ eV, while the errors are $-1.4\times10^{-8}$ electrons and $3.6\times10^{-7}$ eV. The bounds charge every level with the full $\varepsilon$, but the smoothing error falls off rapidly away from the gap. In the electron number it also enters with opposite signs below and above $\mu$. In the energy it does not cancel: below $\mu$ both $E-\mu$ and $F-1$ are negative, above $\mu$ both $E-\mu$ and $F$ are positive, so smoothing raises this trace.

The degree does not depend on the number of atoms as long as $W$, $E_g$ and $\varepsilon$ stay fixed. If $H$ couples each orbital to a bounded number of near neighbours, a column of $p_N(X)$ extends over at most $N$ hops, and the work per column is bounded independently of system size. The total work is then linear in the size, once the system is larger than this range. The ring is not: 167 hops of one cell reach far beyond the 50 cells to its opposite side.

The conditions of (5) show how it can fail. If $\mu$ is not in the middle of the gap, $E_g/2$ must be replaced by the distance $d$ from $\mu$ to the nearest level, and $\delta$ by $2d/W$. A defect level in the gap has the same effect. In a metal $d$ tends to zero as the system grows, and the degree diverges. Overestimating $W$ merely raises the degree in proportion, for small $\delta$. Underestimating it is worse, because a level outside the assumed interval has $|x|>1$, where $|T_n(x)|=\cosh(n\,\mathrm{arccosh}|x|)$ grows exponentially with $n$ and the truncation bound no longer applies.

## Numbers as computed

```
c_40 (k=20, x0=-0.3): direct 2.01122006e-03, shifted 2.01122006e-03
largest |c_n|/bound found: 0.896
Gaussian coefficient law, k=40, n<=121: max rel. deviation 3.8e-04
prefactor of exp(-L) in total bound at L=1: 0.9596
largest N*delta/L from formula, 2/arcsinh(1): 2.2692
delta  eps     N formula  smallest N  (smallest N)*delta/L   [x0=0]
0.2    1e-03      70         47       1.361
0.2    1e-06     140        113       1.636
0.2    1e-10     232        203       1.763
0.1    1e-03     139         95       1.375
0.1    1e-06     277        225       1.629
0.1    1e-10     462        405       1.759
0.05   1e-03     277        189       1.368
0.05   1e-06     553        451       1.632
0.05   1e-10     922        811       1.761
delta=0.2: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
delta=0.1: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
delta=0.05: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
N=201, delta=0.1: balanced k 31.70, best k 33.60
  error at balanced k 4.04e-06, at best k 2.15e-06, exp(-N delta/2) 4.32e-05
delta=0.1, eps=1e-05: degree erfc 181, Fermi-Dirac 387, L^2/(pi delta) 422
delta=0.1, eps=1e-10: degree erfc 405, Fermi-Dirac 1577, L^2/(pi delta) 1688
degree growth when L doubles: erfc 2.24, Fermi-Dirac 4.07
delta=0.2, N=15: lower bound 1.14e-03, best polynomial 9.71e-03, erfc 3.52e-02
delta=0.2, N=31: lower bound 1.74e-06, best polynomial 2.77e-04, erfc 7.28e-03
ring: 100 cells, hoppings 3.5, 2.5, 0.25 eV, eps=1e-06
spectrum -5.5000 to 6.5000 eV, W = 12.0000 eV, centre 0.5000 eV
band edges -1.5000 and 0.5000 eV, gap 2.0000 eV, mu -0.5000 eV
delta 0.16667, x0 -0.16667, L 13.8155, arcsinh(delta) 0.16590
k 22.302, smoothing width 0.2690 eV = 0.00989 hartree
degree N 167, small-delta estimate 2L/delta 165.8
smoothing error 7.34e-08, truncation error 4.43e-09
spectral-norm error of the matrix polynomial 7.32e-08
smallest sufficient degree at this k on this spectrum 134
electron-number error -1.4e-08, bound 2.0e-04
error of Tr[(H-mu)p] 3.6e-07 eV, bound 7.9e-04 eV
width doubled, same N: smoothing 4.3e-03, truncation 2.2e-16
width halved, same N: smoothing 3.8e-26, truncation 2.7e-04
```
